# Spin-other-orbit coupling in l^N and term-dependent interval constants: a numerical check

```python
"""Spin-other-orbit coupling inside a shell l^N, in Marvin integrals.

Result under test (a = fine-structure constant, s = spin, u^k = unit tensor):
  H = -(a^2/2) sum_{i!=j} (r_ij x p_i).(s_i + 2 s_j)/r_ij^3
    = - sum_{K odd} M^{K-1} sum_{k=K+-1} w_Kk sum_{i!=j} [u_i^K u_j^k]^1.(s_i+2s_j)
  M^k  = (a^2/8) < r_<^k / r_>^(k+3) >            (Marvin integral)
  w_Kk = <l||C^k||l>^2 sqrt((2K+1)(2k+1)/3) g(x),  x = max(K,k)
  g(x)^2 = x (2l+x+1)(2l-x+1)
Terms of spin S = N/2 share the one-electron constant zeta/(2S), but H gives
them different interval constants A (energy operator A L.S).
In the tests energies are divided by a^2; the ion at the end uses real units.
"""
from fractions import Fraction
from functools import lru_cache
from itertools import combinations, product
from math import gamma, pi, sqrt
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from sympy.physics.wigner import wigner_3j, wigner_6j, wigner_9j
from pyscf import gto, scf


@lru_cache(maxsize=None)
def three_j(a, b, c, d, e, f):
    return float(wigner_3j(a, b, c, d, e, f))


def clebsch_to_vector(K, Q, k, q, m):
    return (-1) ** (K - k + m) * sqrt(3) * three_j(K, k, 1, Q, q, -m)


# ---------- radial integrals by quadrature ----------
def unit_interval(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


X, WX = unit_interval(220)
R_GRID, R_WEIGHT = X / (1 - X), WX / (1 - X) ** 2
Y, WY = unit_interval(100)
T_GRID, T_WEIGHT = Y ** 2, 2 * Y * WY


def ordered_integral(outer, inner, k):
    """int dr outer(r) r^(-k-3) int_0^r dr' inner(r') r'^k"""
    rp = R_GRID[:, None] * T_GRID[None, :]
    inside = (inner(rp.ravel()).reshape(rp.shape) * rp ** k) @ T_WEIGHT * R_GRID
    return np.sum(R_WEIGHT * outer(R_GRID) * inside / R_GRID ** (k + 3))


# ---------- definition: Gaussian shell, no multipole expansion ----------
GAUSS = 0.7   # orbital = solid harmonic * exp(-GAUSS r^2)
COORD = [{(1, 0, 0): 1.0}, {(0, 1, 0): 1.0}, {(0, 0, 1): 1.0}]


def add(f, g, factor=1.0):
    out = dict(f)
    for e, c in g.items():
        out[e] = out.get(e, 0) + factor * c
    return out


def mul(f, g):
    out = {}
    for e, c in f.items():
        for h, d in g.items():
            key = (e[0] + h[0], e[1] + h[1], e[2] + h[2])
            out[key] = out.get(key, 0) + c * d
    return out


def diff(f, axis):
    out = {}
    for e, c in f.items():
        if e[axis]:
            h = list(e)
            h[axis] -= 1
            out[tuple(h)] = c * e[axis]
    return out


def conj(f):
    return {e: np.conj(c) for e, c in f.items()}


def solid_harmonics(l):
    """polynomials for m = -l..l, all with the same norm"""
    p = {(0, 0, 0): (-1.0) ** l}
    for _ in range(l):
        p = mul(p, {(1, 0, 0): 1.0, (0, 1, 0): 1j})
    found = [p]
    for m in range(l, -l, -1):
        low = mul({(1, 0, 0): 1.0, (0, 1, 0): -1j}, diff(p, 2))
        low = add(low, mul(COORD[2], add(diff(p, 0), diff(p, 1), -1j)), -1)
        p = {e: c / sqrt((l + m) * (l - m + 1)) for e, c in low.items()}
        found.append(p)
    return found[::-1]


def pair_field_from_definition(l):
    """<a(1)c(2)| (1/2) grad_1(1/r12) x p_1 |b(1)d(2)>, index [xyz,a,b,c,d].
    By parts the electron-1 factor is i grad a* x grad b; 1/r12 is written as
    an integral over Gaussians, which leaves products of Gaussian moments."""
    orb, n, top = solid_harmonics(l), 2 * l + 1, 2 * l + 2
    p = 2 * GAUSS
    mono = [e for e in product(range(top + 1), repeat=3) if sum(e) <= top]
    place = {e: i for i, e in enumerate(mono)}

    def vector(f):
        v = np.zeros(len(mono), complex)
        for e, c in f.items():
            v[place[e]] += c
        return v

    grad = [[add(diff(f, i), mul(COORD[i], f), -2 * GAUSS) for i in range(3)]
            for f in orb]
    current = np.zeros((3, n, n, len(mono)), complex)
    density = np.zeros((n, n, len(mono)), complex)
    for a in range(n):
        ga = [conj(f) for f in grad[a]]
        for b in range(n):
            density[a, b] = vector(mul(conj(orb[a]), orb[b]))
            for c in range(3):
                i, j = (c + 1) % 3, (c + 2) % 3
                cross = add(mul(ga[i], grad[b][j]), mul(ga[j], grad[b][i]), -1)
                current[c, a, b] = 1j * vector(cross)
    u, w = unit_interval(24)
    same, mixed = (1 - u ** 2 / 2) / (2 * p), u ** 2 / (4 * p)
    mom = np.zeros((top + 1, top + 1, len(u)))
    mom[0, 0] = 1
    for a in range(top + 1):
        for d in range(top + 1):
            if a:
                if a > 1:
                    mom[a, d] += (a - 1) * same * mom[a - 2, d]
                if d:
                    mom[a, d] += d * mixed * mom[a - 1, d - 1]
            elif d > 1:
                mom[0, d] = (d - 1) * same * mom[0, d - 2]
    ex = np.array(mono)
    kernel = np.ones((len(mono), len(mono), len(u)))
    for axis in range(3):
        kernel *= mom[ex[:, None, axis], ex[None, :, axis]]
    coulomb = 2 / sqrt(pi) * pi ** 3 * sqrt(p / 2) / p ** 3 * (kernel @ w)
    norm = sum(c * np.prod([gamma((q + 1) / 2) / p ** ((q + 1) / 2) for q in e])
               for e, c in mul(conj(orb[-1]), orb[-1]).items()
               if all(q % 2 == 0 for q in e)).real
    return 0.5 * np.tensordot(current @ coulomb, density, axes=(3, 2)) / norm ** 2


def gaussian_marvin(l):
    b = 2 * GAUSS
    c = 2 * b ** (l + 1.5) / gamma(l + 1.5)
    dens = lambda r: c * r ** (2 * l + 2) * np.exp(-b * r ** 2)
    return {k: ordered_integral(dens, dens, k) / 4 for k in range(0, 2 * l, 2)}


# ---------- derived tensor formula ----------
def unit_tensor(l, k, q):
    ms = range(-l, l + 1)
    return np.array([[(-1) ** (l - m) * three_j(l, k, l, -m, q, mp) for mp in ms]
                     for m in ms])


def channels(l):
    """list of K, k, <l||C^k||l>^2, g(max(K,k)), w_Kk"""
    out = []
    for K in range(1, 2 * l, 2):
        for k in (K - 1, K + 1):
            x = max(K, k)
            c2 = ((2 * l + 1) * three_j(l, k, l, 0, 0, 0)) ** 2
            g = sqrt(x * (2 * l + x + 1) * (2 * l - x + 1))
            out.append((K, k, c2, g, c2 * sqrt((2*K + 1) * (2*k + 1) / 3) * g))
    return out


def pair_field_from_formula(l, marvin, only_k=None):
    n = 2 * l + 1
    sph = np.zeros((3, n, n, n, n), complex)
    for K, k, _, _, weight in channels(l):
        if only_k is not None and k != only_k:
            continue
        for m in (-1, 0, 1):
            for Q in range(-K, K + 1):
                if abs(m - Q) <= k:
                    f = clebsch_to_vector(K, Q, k, m - Q, m)
                    sph[m + 1] -= marvin[K - 1] * weight * f * np.einsum(
                        'ab,cd->abcd', unit_tensor(l, K, Q),
                        unit_tensor(l, k, m - Q))
    return np.array([(sph[0] - sph[2]) / sqrt(2),
                     1j * (sph[0] + sph[2]) / sqrt(2), sph[1]])


def triplet_coefficients(l, L):
    """closed 9j form of A for the triplet L of l^2, as {index of M: factor}"""
    out = {}
    for K, k, c2, g, _ in channels(l):
        nine = float(wigner_9j(l, l, K, l, l, k, L, L, 1))
        value = -3 * c2 * sqrt((2 * K + 1) * (2 * k + 1)) * g * (2 * L + 1) * nine
        out[K - 1] = out.get(K - 1, 0) + value / sqrt(L * (L + 1) * (2 * L + 1))
    return out


# ---------- determinants of l^N ----------
SPIN = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]) / 2
ONE = np.eye(2)


def orbital_momentum(l):
    m = np.arange(-l, l)
    up = np.diag(np.sqrt(l * (l + 1) - m * (m + 1)), -1)
    return np.array([(up + up.T) / 2, (up - up.T) / 2j,
                     np.diag(np.arange(-l, l + 1))])


class Shell:
    def __init__(self, l, N):
        self.l, self.N, n = l, N, 2 * (2 * l + 1)
        dets = list(combinations(range(n), N))
        where = {d: i for i, d in enumerate(dets)}
        self.move = np.zeros((n, n, len(dets), len(dets)))
        for j, det in enumerate(dets):
            for i, r in enumerate(det):
                rest = det[:i] + det[i + 1:]
                for p in range(n):
                    if p not in rest:
                        pos = sum(q < p for q in rest)
                        new = rest[:pos] + (p,) + rest[pos:]
                        self.move[p, r, where[new], j] = (-1) ** (i + pos)
        lo = orbital_momentum(l)
        self.L = [self.one_body(np.kron(a, ONE)) for a in lo]
        self.S = [self.one_body(np.kron(np.eye(2 * l + 1), s)) for s in SPIN]
        self.LS = sum(a @ b for a, b in zip(self.L, self.S))
        self.ls = self.one_body(sum(np.kron(a, s) for a, s in zip(lo, SPIN)))
        total = sum(a @ a for a in self.L) + 100 * sum(s @ s for s in self.S)
        self.values, self.vectors = np.linalg.eigh(total)

    def one_body(self, matrix):
        return np.tensordot(matrix, self.move, axes=2)

    def spin_other_orbit(self, field):
        n = 2 * (2 * self.l + 1)
        h = np.einsum('xabcd,xst,uv->asbtcudv', field, SPIN, ONE)
        h = h + 2 * np.einsum('xabcd,st,xuv->asbtcudv', field, ONE, SPIN)
        h = h.reshape(n, n, n, n)
        half = np.tensordot(h, self.move, axes=([2, 3], [0, 1]))
        size = self.move.shape[-1]
        both = np.matmul(self.move.reshape(n * n, size, size),
                         half.reshape(n * n, size, size)).sum(axis=0)
        return both - self.one_body(np.einsum('prrs->ps', h))

    def term(self, L, S):
        pick = abs(self.values - L * (L + 1) - 100 * S * (S + 1)) < 1e-6
        assert pick.sum() == round((2 * L + 1) * (2 * S + 1))
        return self.vectors[:, pick]

    def interval_constant(self, operator, L, S):
        B = self.term(L, S)
        small, ls = B.conj().T @ operator @ B, B.conj().T @ self.LS @ B
        A = (np.trace(small @ ls) / np.trace(ls @ ls)).real
        assert np.max(abs(small - A * ls)) < 1e-9   # pure A L.S: Lande rule
        return A


field, marvin_test = {}, {}
print("Gaussian test shells: largest element and largest deviation (a^2 hartree)")
for l in (1, 2, 3):
    field[l], marvin_test[l] = pair_field_from_definition(l), gaussian_marvin(l)
    error = np.max(abs(field[l] - pair_field_from_formula(l, marvin_test[l])))
    print(f"  l={l}: {np.max(abs(field[l])):.6f}  {error:.1e}")
    assert error < 1e-9 and np.max(abs(field[l])) > 1e-3

print("Interval constants: zeta factor, then factors of M^0, M^2, ...")
coefficient, shells = {}, {}
for l, N, Ls in ((2, 2, (1, 3)), (3, 2, (1, 3, 5)), (2, 3, (1, 3))):
    shell = shells[l, N] = Shell(l, N)
    S = N / 2
    H_def = shell.spin_other_orbit(field[l])
    ks = list(range(0, 2 * l, 2))
    units = [shell.spin_other_orbit(pair_field_from_formula(
        l, {j: float(j == k) for j in ks})) for k in ks]
    monopole = shell.spin_other_orbit(pair_field_from_formula(
        l, {j: float(j == 0) for j in ks}, only_k=0))
    for L in Ls:
        zeta_factor = shell.interval_constant(shell.ls, L, S)
        assert abs(zeta_factor - 1 / (2 * S)) < 1e-10
        cs = [shell.interval_constant(h, L, S) for h in units]
        A_def = shell.interval_constant(H_def, L, S)
        assert abs(A_def - sum(c * marvin_test[l][k]
                               for c, k in zip(cs, ks))) < 1e-9
        A_mono = shell.interval_constant(monopole, L, S)
        assert abs(A_mono + 6 * (N - 1) / N) < 1e-9
        if N == 2:
            closed = triplet_coefficients(l, L)
            assert max(abs(closed[k] - c) for c, k in zip(cs, ks)) < 1e-9
        exact = [Fraction(c).limit_denominator(100000) for c in cs]
        assert max(abs(float(f) - c) for f, c in zip(exact, cs)) < 1e-9
        coefficient[l, N, L] = cs
        name = f"{'spdf'[l]}^{N} {N + 1}{'SPDFGH'[L]}"
        print(f"  {name}: {zeta_factor:.6f} | " + ", ".join(map(str, exact))
              + f" | k=0 part of M^0: {A_mono:.4f}")
    values = [sum(c * marvin_test[l][k] for c, k in zip(coefficient[l, N, L], ks))
              for L in Ls]
    assert min(abs(a - b) for a, b in combinations(values, 2)) > 1e-4
gap = np.array(coefficient[2, 2, 3]) - np.array(coefficient[2, 2, 1])
assert np.all(gap > 0)   # both factors positive: no radial function closes the gap
print("  d^2, A(3F)-A(3P): factors of M^0, M^2 =",
      ", ".join(str(Fraction(c).limit_denominator(100000)) for c in gap))

# ---------- product form and intermediate-term sum, tested in d^3 ----------
l, N, S = 2, 3, 1.5
shell, M = shells[l, N], marvin_test[l]
norm_l2 = l * (l + 1) * (2 * l + 1)
one_electron = 1.5 / norm_l2 * sum(M[K - 1] * c2 * (-1) ** max(K, k) * g ** 2
                                   for K, k, c2, g, _ in channels(l))
spin_sph = {0: SPIN[2], 1: -(SPIN[0] + 1j * SPIN[1]) / sqrt(2),
            -1: (SPIN[0] - 1j * SPIN[1]) / sqrt(2)}
U, W = {}, {}
for k in range(2 * l + 1):
    for q in range(-k, k + 1):
        t = unit_tensor(l, k, q)
        U[k, q] = shell.one_body(np.kron(t, ONE))
        for m in (-1, 0, 1):
            W[k, q, m] = shell.one_body(np.kron(t, spin_sph[m]))
H_product = -one_electron * shell.ls.astype(complex)
for K, k, _, _, weight in channels(l):
    for m in (-1, 0, 1):
        for Q in range(-K, K + 1):
            q = m - Q
            if abs(q) <= k:
                f = (-1) ** m * clebsch_to_vector(K, Q, k, q, m)
                H_product -= M[K - 1] * weight * f * (
                    W[K, Q, -m] @ U[k, q] + 2 * U[K, Q] @ W[k, q, -m])
H_def = shell.spin_other_orbit(field[l])
product_error = np.max(abs(H_product - H_def))
assert product_error < 1e-9
print(f"d^3 product form, all 120 states: deviation {product_error:.1e} a^2 hartree")

multiplet = {}
for L in (1, 3):
    B = shell.term(L, S)
    top_value, vec = np.linalg.eigh(
        B.conj().T @ (shell.L[2] + 10 * shell.S[2]) @ B)
    assert abs(top_value[-1] - L - 10 * S) < 1e-9
    state = B @ vec[:, -1]
    multiplet[L] = {L: state}
    for m in range(L, -L, -1):
        state = (shell.L[0] - 1j * shell.L[1]) @ state / sqrt((L+m) * (L-m+1))
        multiplet[L][m - 1] = state


def reduced(operators, k, L, Lp):
    """orbital reduced element between states with M_S = S"""
    total = 0
    for m, bra in multiplet[L].items():
        for mp, ket in multiplet[Lp].items():
            if abs(m - mp) <= k:
                total += ((-1) ** (L - m) * three_j(L, k, Lp, -m, m - mp, mp)
                          * np.vdot(bra, operators[m - mp] @ ket))
    return total


def plain(k):
    return {q: U[k, q] for q in range(-k, k + 1)}


def with_spin_z(k):
    return {q: W[k, q, 0] for q in range(-k, k + 1)}


for L in (1, 3):
    total = 0
    for K, k, _, _, weight in channels(l):
        for Lp in (1, 3):
            six = float(wigner_6j(K, k, 1, L, L, Lp))
            if six:
                total += sqrt(3) * M[K - 1] * weight * six * (
                    reduced(with_spin_z(K), K, L, Lp) * reduced(plain(k), k, Lp, L)
                    + 2 * reduced(plain(K), K, L, Lp)
                    * reduced(with_spin_z(k), k, Lp, L))
    A_sum = total / (S * sqrt(L * (L + 1) * (2 * L + 1))) - one_electron / (2 * S)
    A_def = shell.interval_constant(H_def, L, S)
    assert abs(A_sum - A_def) < 1e-9
    print(f"  4{'SPDF'[L]}: A by intermediate terms {A_sum.real:.8f}, "
          f"from definition {A_def:.8f} a^2 hartree")

# ---------- Ti2+ 3d^2: configuration-average Hartree-Fock ----------
mol = gto.M(atom='Ti 0 0 0', charge=2, spin=0, basis='def2-tzvp', verbose=0)
Z, n_d = 22, 2
blocks, offset = {}, 0
for b in range(mol.nbas):
    lb = mol.bas_angular(b)
    for _ in range(mol.bas_nctr(b)):
        blocks.setdefault(lb, []).append(np.arange(offset, offset + 2 * lb + 1))
        offset += 2 * lb + 1
blocks = {k: np.array(v) for k, v in blocks.items()}
kinetic, overlap = mol.intor('int1e_kin'), mol.intor('int1e_ovlp')
h_core = kinetic + mol.intor('int1e_nuc')
eri = mol.intor('int2e', aosym='s8')


def mean_field(D):
    J, K = scf.hf.dot_eri_dm(eri, D, hermi=1)
    return J - K / 2


def restrict(D, ls):
    out = np.zeros_like(D)
    for k in ls:
        ix = np.ix_(blocks[k].ravel(), blocks[k].ravel())
        out[ix] = D[ix]
    return out


guess = np.asarray(scf.hf.init_guess_by_minao(mol))
D_core, D_open = restrict(guess, (0, 1)), restrict(guess, (2,))
open_scale = (n_d - 1) / 9 * 10 / n_d   # removes self-interaction in the average
occupied = {0: [2, 2, 2], 1: [2, 2], 2: [n_d / 5]}
for cycle in range(300):
    G_core, G_open = mean_field(D_core), mean_field(D_open)
    F_closed = h_core + G_core + G_open
    F_open = h_core + G_core + open_scale * G_open
    new = np.zeros_like(D_core)
    for k, occ in occupied.items():
        F = F_open if k == 2 else F_closed
        ix = np.ix_(blocks[k][:, 0], blocks[k][:, 0])
        _, C = eigh(F[ix], overlap[ix])
        C = C[:, :len(occ)]
        if k == 2:
            c_3d = C[:, 0]
        for col in range(2 * k + 1):
            new[np.ix_(blocks[k][:, col], blocks[k][:, col])] = (C * occ) @ C.T
    new_core, new_open = restrict(new, (0, 1)), restrict(new, (2,))
    change = np.max(abs(new_core - D_core)) + np.max(abs(new_open - D_open))
    D_core, D_open = (D_core + new_core) / 2, (D_open + new_open) / 2
    if change < 1e-9:
        break
assert change < 1e-9
G_core, G_open = mean_field(D_core), mean_field(D_open)
energy = (np.sum(h_core * (D_core + D_open)) + np.sum(D_core * G_core) / 2
          + np.sum(D_core * G_open) + open_scale * np.sum(D_open * G_open) / 2)
T = np.sum(kinetic * (D_core + D_open))
virial = (T - energy) / T
assert abs(virial - 2) < 5e-3   # finite basis: ratio only close to 2


def on_axis(r):
    points = np.zeros((len(r), 3))
    points[:, 2] = r
    return mol.eval_gto('GTOval_sph', points)


def density_3d(r):
    R = on_axis(r)[:, blocks[2][:, 2]] @ c_3d / sqrt(5 / (4 * pi))
    return (r * R) ** 2


def density_core(r):
    ao = on_axis(r)
    return 4 * pi * r ** 2 * np.sum((ao @ D_core) * ao, axis=1)


norm_3d = np.sum(R_WEIGHT * density_3d(R_GRID))
norm_core = np.sum(R_WEIGHT * density_core(R_GRID))
assert abs(norm_3d - 1) < 1e-6 and abs(norm_core - 18) < 1e-3
alpha = constants.alpha
to_cm = constants.value('hartree-inverse meter relationship') / 100
inv_r3 = np.sum(R_WEIGHT * density_3d(R_GRID) / R_GRID ** 3)
screening = ordered_integral(density_3d, density_core, 0)
zeta = alpha ** 2 / 2 * (Z * inv_r3 - screening)
M0, M2 = [alpha ** 2 / 4 * ordered_integral(density_3d, density_3d, k)
          for k in (0, 2)]
print("Ti2+ 3d^2, configuration-average Hartree-Fock, def2-TZVP")
print(f"  total energy {energy:.4f} hartree; virial ratio {virial:.5f}")
print(f"  norm of 3d {norm_3d:.7f}; core electrons {norm_core:.5f}")
print(f"  <r^-3> of 3d = {inv_r3:.5f} bohr^-3")
print(f"  core-screening integral = {screening:.5f} bohr^-3")
print(f"  M^0 = {M0:.5e} hartree = {M0 * to_cm:.4f} cm^-1")
print(f"  M^2 = {M2:.5e} hartree = {M2 * to_cm:.4f} cm^-1")
print(f"  zeta (nucleus + direct core) = {zeta:.5e} hartree = {zeta*to_cm:.3f} cm^-1")
print(f"  common part zeta/2 = {zeta / 2 * to_cm:.3f} cm^-1")
A = {}
for L in (3, 1):
    soo = np.dot(coefficient[2, 2, L], [M0, M2])
    A[L] = zeta / 2 + soo
    print(f"  3{'SPDF'[L]}: spin-other-orbit part {soo * to_cm:.3f} cm^-1, "
          f"A = {A[L] * to_cm:.3f} cm^-1")
difference = A[3] - A[1]
assert difference > 0
print(f"  A(3F)-A(3P) = {difference:.5e} hartree = {difference * to_cm:.3f} cm^-1")
print(f"  difference relative to zeta/2 = {200 * difference / zeta:.2f} percent")
print(f"  first-order intervals: 3F4-3F3 {4 * A[3] * to_cm:.2f} cm^-1, "
      f"3P2-3P1 {2 * A[1] * to_cm:.2f} cm^-1")
print("done: every assertion held")
```

Running it gives:

```
Gaussian test shells: largest element and largest deviation (a^2 hartree)
  l=1: 0.154198  2.7e-15
  l=2: 0.140037  2.7e-15
  l=3: 0.131576  2.4e-15
Interval constants: zeta factor, then factors of M^0, M^2, ...
  d^2 3P: 0.500000 | -6, -72/7 | k=0 part of M^0: -3.0000
  d^2 3F: 0.500000 | -27/7, 51/49 | k=0 part of M^0: -3.0000
  f^2 3P: 0.500000 | -6, -12, -150/11 | k=0 part of M^0: -3.0000
  f^2 3F: 0.500000 | -5, -1/3, 10/33 | k=0 part of M^0: -3.0000
  f^2 3H: 0.500000 | -16/5, 92/165, 104/363 | k=0 part of M^0: -3.0000
  d^3 4P: 0.333333 | -4, 52/7 | k=0 part of M^0: -4.0000
  d^3 4F: 0.333333 | -38/7, -6/49 | k=0 part of M^0: -4.0000
  d^2, A(3F)-A(3P): factors of M^0, M^2 = 15/7, 555/49
d^3 product form, all 120 states: deviation 1.3e-14 a^2 hartree
  4P: A by intermediate terms 0.02202829, from definition 0.02202829 a^2 hartree
  4F: A by intermediate terms -0.16678565, from definition -0.16678565 a^2 hartree
Ti2+ 3d^2, configuration-average Hartree-Fock, def2-TZVP
  total energy -847.6765 hartree; virial ratio 2.00000
  norm of 3d 1.0000000; core electrons 18.00000
  <r^-3> of 3d = 2.08355 bohr^-3
  core-screening integral = 19.41664 bohr^-3
  M^0 = 3.13441e-06 hartree = 0.6879 cm^-1
  M^2 = 1.70729e-06 hartree = 0.3747 cm^-1
  zeta (nucleus + direct core) = 7.03486e-04 hartree = 154.397 cm^-1
  common part zeta/2 = 77.199 cm^-1
  3F: spin-other-orbit part -2.263 cm^-1, A = 74.935 cm^-1
  3P: spin-other-orbit part -7.982 cm^-1, A = 69.217 cm^-1
  A(3F)-A(3P) = 2.60543e-05 hartree = 5.718 cm^-1
  difference relative to zeta/2 = 7.41 percent
  first-order intervals: 3F4-3F3 299.74 cm^-1, 3P2-3P1 138.43 cm^-1
done: every assertion held
```
